# Why dissolved gas first helps and then hurts megasonic cleaning

**Question.** Megasonic cleaning relies largely on small gas bubbles driven by sound at about a megahertz. Dissolved gas keeps such bubbles alive, so more gas might be expected to clean better. Why can cleaning instead pass through a maximum as gas is added, and what fixes the position of that maximum?

**Answer.** The bubbles that clean the wafer are of the same kind as those that fill the liquid between the transducer and the wafer. Each takes power from the sound. Adding gas raises the number and size of the working bubbles at the wafer, but also the toll levied on the sound on its way there. The first effect wins while the path is nearly transparent, the second once it is opaque. Whether both regimes occur between gas-free and saturated liquid depends on how many seeds the liquid carries, and on their sizes and age. This is one mechanism, worked out in a simplified model; that it causes the maxima seen in real tools is not shown here.

## The model

Bubble seeds are released upstream, for instance at a valve, with a size spectrum that does not depend on dissolved gas. They travel for a time \(T\), the age, and then meet a travelling sound wave that crosses a path \(L\) to the wafer. The beam is crossed quickly enough for one age to represent all bubbles in it. Reflections, coalescence, fragmentation and streaming are left out. Cleaning is represented by the acoustic power that bubbles extract near the wafer, a proxy for particle removal.

Let \(P=P_0-p_v\) be ambient minus vapour pressure. The saturation ratio \(s\) is the dissolved gas concentration divided by that in equilibrium with gas at pressure \(P\).

## How gas keeps seeds alive

With surface tension \(\Gamma\), the gas in a resting bubble of radius \(R\) has pressure \(p_g=P+2\Gamma/R\). Let \(\Lambda\) be the solubility, the ratio of the dissolved to the gaseous concentration at equilibrium. The dissolved concentration is then \(\Lambda p_g/k_BT_0\) at the wall and \(s\Lambda P/k_BT_0\) far away, where \(T_0\) is the temperature. In steady spherical diffusion the excess concentration falls as \(R/r\), so the outflow is \(4\pi DR\) times the concentration difference. The bubble holds \(4\pi R^3p_g/(3k_BT_0)\) molecules. Equating its loss to the outflow and cancelling \(4\pi/k_BT_0\) gives

\[
\frac{d}{dt}\left(\frac{PR^3}{3}+\frac{2\Gamma R^2}{3}\right)
=-D\Lambda R\left[P(1-s)+\frac{2\Gamma}{R}\right].
\]

The left side is \((PR^2+4\Gamma R/3)\dot R\). Division by \(P\), with \(w=2\Gamma/P\), leaves

\[
R\left(R+\tfrac23w\right)\dot R=-D\Lambda\,[(1-s)R+w].
\]

Separating variables relates the initial radius \(R_i\) to the final radius \(R_f\):

\[
\int_{R_f}^{R_i}\frac{R(R+2w/3)}{(1-s)R+w}\,dR=D\Lambda T .
\]

Raising \(s\) raises the integrand at every radius. The right side is fixed, so the interval of integration must shrink: \(R_f\) increases. For the same reason the smallest seed that survives, found by setting \(R_f=0\), gets smaller. Gas therefore gives both more survivors and larger ones. Surface tension still dissolves bubbles at \(s=1\), where the term \(w\) remains.

## How much sound one bubble takes

Let the incident pressure be the real part of \(p\,e^{-i\omega t}\), and let the radius be \(R(1+x)\) with small complex amplitude \(x\).

**The gas.** Its pressure is uniform, because the bubble is much smaller than a sound wavelength in gas. Let \(\pi_g=p_g'/p_g\) and \(\theta=T'/T_0\) be the relative changes of pressure and temperature, \(\gamma\) the heat-capacity ratio and \(D_g\) the thermal diffusivity. For a perfect gas the linear heat equation is

\[
-i\omega\theta=D_g\nabla^2\theta-i\omega\frac{\gamma-1}{\gamma}\pi_g,\qquad \theta(R)=0,
\]

since the liquid holds the wall temperature fixed. The solution regular at the centre is

\[
\theta=\frac{\gamma-1}{\gamma}\pi_g\left[1-\frac{R\sinh(zr/R)}{r\sinh z}\right],\qquad z=R\sqrt{-i\omega/D_g}.
\]

Averaging over the volume gives \(\langle\theta\rangle=(1-1/\gamma)\pi_g(1-F)\), where

\[
F=\frac{3}{R^2\sinh z}\int_0^R r\sinh(zr/R)\,dr=\frac{3(z\coth z-1)}{z^2}.
\]

Conservation of gas during one cycle requires \(\pi_g-\langle\theta\rangle=-3x\). Substitution gives \(\pi_g[1+(\gamma-1)F]/\gamma=-3x\), hence

\[
p_g'=-p_g\Phi x,\qquad \Phi=\frac{3\gamma}{1+(\gamma-1)F}.
\]

Slow motion has \(F\to1\) and the isothermal value \(\Phi=3\); fast motion has \(F\to0\) and the adiabatic value \(3\gamma\). In between, \(\Phi\) has a negative imaginary part, which is thermal damping.

**The liquid.** The bubble emits a wave \(p_s\propto e^{ikr}/r\), with \(k=\omega/c\). Radial momentum at the wall, where the velocity is \(-i\omega Rx\), gives \(-\rho\omega^2Rx=p_s(1-ikR)/R\). For \(kR\ll1\),

\[
p_s(R)=-\rho\omega^2R^2(1+ikR)x .
\]

The pressure inside equals the liquid pressure plus \(2\Gamma/R\) plus the viscous stress \(4\mu\dot R/R\). To first order,

\[
-p_g\Phi x=p+p_s-\frac{2\Gamma}{R}x-4i\mu\omega x .
\]

Collecting terms in \(x\) gives \(x=-p/Z\), with

\[
Z=p_g\Phi-\frac{2\Gamma}{R}-4i\mu\omega-\rho\omega^2R^2(1+ikR).
\]

**The power.** The volume rate has amplitude \(\dot V=-4\pi i\omega R^3x=4\pi i\omega R^3p/Z\). The incident sound does work on the bubble at the mean rate

\[
-\tfrac12\mathrm{Re}(p^*\dot V)=2\pi\omega R^3|p|^2\,\mathrm{Im}(1/Z).
\]

Dividing by the intensity \(|p|^2/(2\rho c)\) gives the extinction cross section

\[
\sigma=4\pi R^3\omega\rho c\,\mathrm{Im}(1/Z).
\]

It counts heat, viscous loss and re-radiated sound.

## From one bubble to a bubbly path

The scattered wave far from a bubble is \(fp\,e^{ikr}/r\). To leading order in \(kR\), its amplitude is \(f=\rho\omega^2R^3/Z\), so \(\sigma=(4\pi/k)\,\mathrm{Im}f\). A point source \(-4\pi fp\,\delta(\mathbf r)\) in the wave equation produces this wave. If each bubble responds to the mean field, the sources of all bubbles add up to

\[
\nabla^2p+k^2p=-4\pi\Big(\sum nf\Big)p,\qquad k_m^2=k^2+4\pi\sum nf ,
\]

where \(n\) is the number per volume in each size class. The imaginary part of the second equation reads \(2\,\mathrm{Re}k_m\,\mathrm{Im}k_m=k\sum n\sigma\), so the intensity decays at the rate

\[
2\,\mathrm{Im}k_m=\frac{k}{\mathrm{Re}k_m}\sum n\sigma\simeq\sum n\sigma .
\]

The last form holds when the bubbles hardly change the phase speed. The optical depth of the path is then

\[
X(s)=L N_0\int G(R_i)\,\sigma\big(R_f(R_i,s)\big)\,dR_i ,
\]

with \(N_0\) the seed density, \(G\) the normalized seed spectrum, and \(\sigma=0\) for dissolved seeds. If \(\sigma\) increases with radius over the sizes present, \(X\) increases with \(s\). This holds below resonance in the example as long as the bubble motion is linear. A population of larger seeds could shrink towards resonance and take more sound as gas is removed, and the argument would then fail.

## Where gain and loss balance

Strongly driven bubbles may extract a fraction of the power that depends on intensity. Let the extinction coefficient vary as \(I^\beta\), and let \(X\) denote the optical depth evaluated at the inlet intensity \(I_0\). With \(y=I/I_0\),

\[
\frac{dy}{dx}=-\frac XL\,y^{1+\beta}
\quad\Rightarrow\quad
\frac{d(y^{-\beta})}{dx}=\frac{\beta X}{L}
\quad\Rightarrow\quad
y(L)=(1+\beta X)^{-1/\beta},
\]

where \(x\) is now the distance along the path. For \(\beta\to0\) this becomes \(e^{-X}\). Let cleaning vary as the local extinction coefficient times \(I^q\); extracted power is the case \(q=1\). Then \(C\propto X\,y(L)^{\beta+q}\), and

\[
\frac{d\ln C}{d\ln X}=1-\frac{(\beta+q)X}{1+\beta X}=\frac{1-qX}{1+\beta X}.
\]

For \(\beta>-q\), cleaning rises until

\[
X=\frac1q
\]

and falls beyond it. The exponent \(\beta\) has dropped out of the position of the maximum, though not out of its shape. For \(\beta=0\) the fall is exponential; for \(\beta>0\) it tends to the gentler power law \(X^{-q/\beta}\), because bubbles in weakened sound also take a smaller share of it. Numerical marching of the intensity, followed by maximization, tested this law for \(\beta=-0.3,0,0.5,1\) and \(q=1,2\). The largest relative error in the position was \(1.5\times10^{-7}\).

Since \(X\) rises with \(s\), a maximum inside the range \(0<s<1\) requires

\[
X(0)<\frac1q<X(1).
\]

With too few seeds, cleaning rises all the way to saturation. With too many, it falls from the start.

## A weak-sound example

Take 1 MHz, \(L=10\) cm, \(T=60\) ms, \(D=2.0\ \mu\mathrm{m}^2/\mathrm{ms}\) and \(\Lambda=0.016\). The seed spectrum falls as \(e^{-R/(1\,\mu\mathrm m)}\) and ends at 2.5 μm. Over radii from 0.05 to 2.5 μm the computed \(\sigma\) was tested and does increase.

The diffusion budget is \(D\Lambda T=2.0\times0.016\times60=1.92\ \mu\mathrm m^2\), and \(w=1.4675\) μm. At \(s=1\) the dissolution integral is elementary, and the smallest survivor obeys

\[
R^3+wR^2=3w\,D\Lambda T=8.45\ \mu\mathrm m^3 ,
\]

which gives \(R=1.65\) μm. In gas-free liquid the limit is 2.16 μm.

For a bubble of 2 μm, \(p_g=98.1+72.0=170.1\) kPa and \(\Phi=3.016-0.108i\). The terms of \(Z\) are, in kPa,

\[
Z=(513-18.4i)-72-22.6i-(158+1.3i)=283-42.3i .
\]

Viscosity supplies about half of the damping and heat exchange most of the rest. The cross section is 489 μm², about 39 times the geometric area \(\pi R^2=12.6\) μm². A time-dependent bubble equation, driven at 500 Pa with the same linear gas stiffness and damping, gives the same value from the work done.

The seed density is set to \(1.81\times10^6\) per cm³ so that \(X(1)=3\). With \(\beta=0\) and \(q=1\), cleaning relative to its peak is \(Xe^{1-X}\):

| \(s\) | \(X\) | Transmission | Cleaning/peak |
|---|---|---|---|
| 0.0 | 0.087 | 0.92 | 0.22 |
| 0.4 | 0.475 | 0.62 | 0.80 |
| 0.6 | 0.932 | 0.39 | 1.00 |
| 0.8 | 1.711 | 0.18 | 0.84 |
| 1.0 | 3.000 | 0.05 | 0.41 |

The maximum lies at \(s=0.62\), where \(X=1\). From \(s=0\) to \(s=1\) the number of survivors grows by a factor \(2.175/0.6626=3.3\), but \(X\) grows by \(3.000/0.087=34\). The remaining factor of about 10 is the larger mean cross section of the survivors. In this example gas acts more through bubble size than through bubble number.

If cleaning depends more steeply on intensity, with \(q=2\), the maximum moves to \(X=1/2\) and \(s=0.41\). With ten times fewer seeds and \(q=1\), \(X(1)=0.30\) and there is no interior maximum: cleaning at saturation is 3.5 times that at \(s=0.5\).

## What happens at working intensity

The table assumes linear bubble motion. At 0.20 W/cm² the pressure amplitude is 77.5 kPa, and linear theory gives a radius strain of 0.21 for a 1.6 μm bubble, the extinction-weighted mean radius at the optimum. That looks moderate, yet the nonlinear equation gives an extinction 13.8 times the linear value. This figure treats the gas with a fixed stiffness exponent and damping; letting the gas exchange heat with the wall during the cycle gives 12.5, so it is uncertain by about 10 percent. The table therefore cannot be used at this intensity.

Nor can the table be repaired by multiplying its \(X\) column by 13.8, because that factor belongs to one bubble size. The natural frequency of this bubble, where the real part of \(Z\) vanishes, is about 2.2 MHz. This is close to twice the driving frequency, where a nonlinear bubble can respond strongly at the second harmonic. How close a bubble is to this condition depends on its radius, so other sizes need factors of their own. With the heat-exchange gas model the factor peaks near 1.65 μm and falls to about 3 at 2.05 μm, and the extinction itself drops between 1.75 and 1.95 μm, so it no longer rises steadily with radius. The shifted optimum of zero in the numerical output comes from applying one factor to all sizes and is not a prediction.

The exponent \(\beta\) is not constant either. Between the inlet intensity and \(1/e\) of it, the mean-size bubble has \(\beta\simeq1.1\) (1.13 or 1.07 with the two gas models), but in weak sound its response is linear and \(\beta\) tends to zero. The law \(X=1/q\) assumes one exponent for all sizes and intensities, so here it is only a guide. To locate the maximum at working intensity, one needs the extinction as a function of both radius and intensity, summed over the survivors and followed along the path. That calculation is not made here.

## Other corrections

**Time-dependent diffusion.** Before the steady profile forms, the concentration gradient at the wall is steeper. For a 2.4 μm seed at \(s=0.7\), the full diffusion equation leaves 1.59 μm instead of 1.77 μm, equivalent to an age 1.21 times longer. With seed density held fixed, applying this factor to all seeds moves the weak-sound optimum from 0.62 to 0.82. In the slow limit, with solubility divided by 1000 and age multiplied by 1000, the radius losses agree within 0.9 percent.

**Age.** At fixed seed density, ages of 55 and 65 ms put the optimum at 0.52 and 0.71. The saturation ratio at the peak is thus much less robust than the condition \(X=1/q\).

**Dissolution in the beam.** Label the liquid around the bubble by the volume coordinate \(m=(r^3-R^3)/3\), which moves with it. Diffusion then reads \(\partial_tc=D\,\partial_m(r^4\partial_mc)\). Within a layer of thickness about \(\sqrt{D/\omega}=18\) nm, \(r\simeq R\), and the new time \(\tau=\int R^4dt\) gives \(\partial_\tau c=D\,\partial_m^2c\). Oscillations of the wall concentration die out across the layer, while its mean over \(\tau\) passes through. Liquid further out therefore sees the gas pressure \(\langle R^4p_g\rangle/\langle R^4\rangle\), which weights the expanded phase, when the pressure is low. For the 1.6 μm bubble at the inlet intensity this acts like an increase of \(s\) by about 0.9. The deficit driving dissolution is \(1-s+w/R=1.29\), so this bubble dissolves more slowly but does not grow.

**The medium.** At the weak-sound optimum the bubbles lower the phase speed by 1.2 percent. A scan using the complex wave number puts the maximum at \(s=0.63\). Absorption by the liquid itself adds an optical depth of 0.004. The seeds together hold 0.14 percent of the gas dissolved at saturation, so they hardly alter \(s\).

## Beside a real cleaning tool

The liquid parameters are rough values for water with dissolved nitrogen near room temperature. Frequencies near 1 MHz and intensities from tenths of a watt to a few watts per square centimetre are roughly those of megasonic tools. The seed density, spectrum and age are chosen, not typical measured values. A single age for the whole beam is a demanding condition: 5 ms more or less moves the optimum by about 0.1, and crossing even 1 cm in 5 ms takes a flow of 2 m/s. In slower flow or a wider beam, bubbles of different ages must be summed. Linear bubble motion is also a poor assumption at working intensity: at 0.20 W/cm² it understates the extinction of the mean-size bubble by a factor of 12 to 14. The saturation ratios in the table are therefore not settings for a working tool. In a recirculating bath, bubbles may also create new seeds, and reflections can build a standing wave; neither effect is sized here.

For a single-pass flow that meets the model's conditions, the useful quantity is the sound lost to bubbles between transducer and wafer. If cleaning follows extracted power and \(\beta=0\), the best gas level transmits \(e^{-1}\), or 37 percent, of the intensity. For another \(\beta\), if it is the same for all bubbles along the path, the transmission at the peak is \((1+\beta)^{-1/\beta}\), or 50 percent for \(\beta=1\). A path much clearer than this calls for more gas, and a much darker one for less.

## Calculated quantities

```
frequency 1.0 MHz; intensity 0.20 W/cm2
path 10 cm; seed age 60 ms
ambient 101.3 kPa; vapour 3.2 kPa
temperature 298 K; liquid density 1000 kg/m3
sound speed 1500 m/s; viscosity 0.9 mPa s
surface tension 72 mN/m; length w 1.468 um
gas diffusivity 2.0 um2/ms; solubility 0.016
gas conductivity 0.026 W/(m K); heat ratio 1.4
seed decay radius 1.0 um; largest seed 2.5 um
seed density for X=3 at s=1: 1.808e+06 per cm3
Phi at 2 um: 3.0158 -0.1079i (dimensionless)
finite-difference Phi: 3.0158 -0.1079i
extinction at 2 um: formula 488.87 um2
extinction at 2 um: work integral 488.87 um2
slow-limit error in radius loss 0.89 percent
largest relative error of X=1/q 1.5e-07
s | smallest surviving seed um | survivors per cm3 | X | transmission | cleaning/peak
0.0 | 2.157 | 6.626e+04 | 0.087 | 0.916 | 0.218
0.2 | 2.057 | 8.998e+04 | 0.220 | 0.803 | 0.480
0.4 | 1.956 | 1.167e+05 | 0.475 | 0.622 | 0.803
0.6 | 1.854 | 1.466e+05 | 0.932 | 0.394 | 0.998
0.8 | 1.751 | 1.801e+05 | 1.711 | 0.181 | 0.840
1.0 | 1.647 | 2.175e+05 | 3.000 | 0.050 | 0.406
optimum s for q=1: 0.622; wave-number scan 0.630
optimum s for q=2: 0.414
survivors at q=1 optimum 1.503e+05 per cm3
extinction-weighted radius at optimum 1.605 um
ten times fewer seeds: X(1) 0.30, cleaning(1)/cleaning(0.5) 3.54
2.4 um seed at s=0.7: quasi-steady end radius 1.773 um
same seed, full diffusion: end radius 1.593 um
equivalent age factor of transient diffusion 1.212
optimum s with that age factor 0.82
optimum s at age 55 ms 0.52; at 65 ms 0.71
pressure amplitude 77.5 kPa; linear radius strain 0.206
nonlinear/linear extinction 13.750
local beta 1.130; shifted optimum s 0.000
sound-induced gain in s 0.935; deficit driving dissolution 1.292
phase speed/liquid speed at optimum 0.9882
wave-number optical depth at optimum 0.9882
optical depth of liquid alone 0.0044
gas in all seeds/gas dissolved at s=1 1.44e-03
```
